# Surface phonon modes of a polar slab and a small sphere: test program

```python
# Surface phonons of a polar slab and a polar sphere in vacuum.
# Result under test: a surface mode with eps(nu) = -g has
#     nu^2 = nu_T^2 (eps_s + g)/(eps_inf + g),
# with g = tanh(q d/2) (odd potential) or coth(q d/2) (even potential) for a
# slab of thickness d and in-plane wavevector q, and g = (l+1)/l for a sphere.
# eps_s, eps_inf: static and high-frequency dielectric constants;
# nu_T, nu_L: transverse and longitudinal optical wavenumbers in 1/cm.
# Independent road: diagonalize the dynamical matrix of the ionic polarization,
# coupled to the electrostatic potential on a finite-element mesh.
import numpy as np
from scipy.constants import c
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

eps_inf, eps_s, nu_T = 4.0, 9.0, 300.0
nu_L = nu_T * np.sqrt(eps_s / eps_inf)
thickness_nm = 10.0
cells = 60


def mode_formula(g):
    return nu_T * np.sqrt((eps_s + g) / (eps_inf + g))


def outer_offsets(first_step, length, ratio=1.03):
    count = int(np.ceil(np.log(1 + length * (ratio - 1) / first_step)
                        / np.log(ratio)))
    return first_step * (ratio ** np.arange(1, count + 1) - 1) / (ratio - 1)


def diagonalize(nodes, inside, volume_weight, lateral_factor):
    """Normal modes of the ionic polarization; potential zero at mesh ends."""
    n_el = len(nodes) - 1
    gradient = np.zeros((4 * n_el, n_el + 1))
    for e in range(n_el):
        h = nodes[e + 1] - nodes[e]
        for p, s in enumerate((-1 / np.sqrt(3), 1 / np.sqrt(3))):
            x = nodes[e] + h * (1 + s) / 2
            root_w = np.sqrt(h / 2 * volume_weight(x))
            row = 4 * e + 2 * p
            gradient[row, e:e + 2] = root_w * np.array([-1 / h, 1 / h])
            gradient[row + 1, e:e + 2] = (root_w * lateral_factor(x)
                                          * np.array([(1 - s) / 2, (1 + s) / 2]))
    gradient = gradient[:, 1:-1]
    in_rows = np.repeat(inside, 4)
    background = np.where(in_rows, eps_inf, 1.0)
    stiffness = gradient.T @ (background[:, None] * gradient)
    g_in = gradient[in_rows]
    coupling = g_in @ np.linalg.solve(stiffness, g_in.T)
    coupling = (coupling + coupling.T) / 2
    dynamical = nu_T**2 * (np.eye(len(g_in)) + (eps_s - eps_inf) * coupling)
    squares, vectors = np.linalg.eigh(dynamical)
    is_to = abs(squares / nu_T**2 - 1) < 1e-6
    is_lo = abs(squares / nu_L**2 - 1) < 1e-6
    surface = ~(is_to | is_lo)
    return (np.sqrt(squares[surface]), vectors[:, surface],
            int(is_to.sum()), int(is_lo.sum()))


def slab_modes(qd):
    # lengths in units of the slab thickness
    off = outer_offsets(1 / cells, 25 / qd)
    nodes = np.concatenate((-0.5 - off[::-1],
                            np.linspace(-0.5, 0.5, cells + 1), 0.5 + off))
    inside = abs((nodes[1:] + nodes[:-1]) / 2) < 0.5
    return diagonalize(nodes, inside, lambda z: 1.0, lambda z: qd)


def sphere_modes(l):
    # lengths in units of the sphere radius
    nodes = np.concatenate((np.linspace(0, 1, cells + 1),
                            1 + outer_offsets(1 / cells, 60)))
    inside = (nodes[1:] + nodes[:-1]) / 2 < 1
    return diagonalize(nodes, inside, lambda r: r * r,
                       lambda r: np.sqrt(l * (l + 1)) / r)


def retarded_slab(qd, odd_potential):
    """Transverse-magnetic slab mode from the full Maxwell equations."""
    d = thickness_nm * 1e-7          # cm
    q = qd / d                       # 1/cm

    def mismatch(nu):
        k = 2 * np.pi * nu
        eps = eps_inf * (nu_L**2 - nu**2) / (nu_T**2 - nu**2)
        k_in, k_out = np.sqrt(q * q - eps * k * k), np.sqrt(q * q - k * k)
        t = np.tanh(k_in * d / 2)
        return eps * k_out + k_in * (t if odd_potential else 1 / t)
    return brentq(mismatch, nu_T * (1 + 1e-9), nu_L, xtol=1e-10)


damping = 2.0                        # 1/cm, only gives the line a width


def sphere_peak(radius_nm):
    """Peak of the electric-dipole extinction from the Maxwell equations."""
    def minus_extinction(nu):
        x = 2 * np.pi * nu * radius_nm * 1e-7
        eps = eps_inf + ((eps_s - eps_inf) * nu_T**2
                         / (nu_T**2 - nu**2 - 1j * damping * nu))
        y = np.sqrt(eps) * x
        j_x, j_y = spherical_jn(1, x), spherical_jn(1, y)
        h_x = j_x + 1j * spherical_yn(1, x)
        dj_x = j_x + x * spherical_jn(1, x, True)
        dj_y = j_y + y * spherical_jn(1, y, True)
        dh_x = h_x + x * (spherical_jn(1, x, True)
                          + 1j * spherical_yn(1, x, True))
        a1 = ((eps * j_y * dj_x - j_x * dj_y)
              / (eps * j_y * dh_x - h_x * dj_y))
        return -a1.real / x**2 * 1e3
    grid = np.arange(380.0, 430.0, 0.5)
    best = grid[np.argmin([minus_extinction(v) for v in grid])]
    return minimize_scalar(minus_extinction, bounds=(best - 1, best + 1),
                           method="bounded", options={"xatol": 1e-5}).x


def thz(nu):
    return nu * 100 * c / 1e12


nu_flat, nu_sphere = mode_formula(1.0), mode_formula(2.0)
print(f"eps_inf = {eps_inf:.1f}, eps_s = {eps_s:.1f} (dimensionless)")
print(f"TO wavenumber = {nu_T:.2f} 1/cm, LO wavenumber = {nu_L:.2f} 1/cm")
print(f"flat-surface mode (eps = -1) = {nu_flat:.2f} 1/cm")
print(f"slab thickness = {thickness_nm:.1f} nm")
print(f"2 pi nu_L (light-line wavevector at LO) = {2*np.pi*nu_L*1e-7:.3e} 1/nm")

print("slab: formula and diagonalization, all wavenumbers in 1/cm")
for qd in (0.1, 0.5, 1.0, 2.0, 5.0):
    t = np.tanh(qd / 2)
    even, odd = mode_formula(1 / t), mode_formula(t)
    found, vec, n_to, n_lo = slab_modes(qd)
    assert len(found) == 2
    assert n_lo == cells - 1 and n_to == 3 * cells - 1
    assert np.allclose(found, [even, odd], rtol=1e-4, atol=0)
    assert nu_T < found[0] < nu_flat < found[1] < nu_L
    # in-plane polarization has the parity of the potential
    assert vec[1, 0] * vec[-1, 0] > 0 and vec[1, 1] * vec[-1, 1] < 0
    share = 0.5 * (1 + qd / np.sinh(qd))
    in_plane_even = np.sum(vec[1::2, 0]**2)
    normal_odd = np.sum(vec[0::2, 1]**2)
    assert abs(in_plane_even - share) < 2e-3
    assert abs(normal_odd - share) < 2e-3
    ret_even, ret_odd = retarded_slab(qd, False), retarded_slab(qd, True)
    assert abs(ret_even / even - 1) < 1e-3 and abs(ret_odd / odd - 1) < 1e-3
    print(f"qd = {qd:.1f}, q = {qd/thickness_nm:.3f} 1/nm: "
          f"tanh = {t:.5f}, coth = {1/t:.5f}")
    print(f"  even: formula {even:.3f}, diag. {found[0]:.3f}, "
          f"retarded {ret_even:.3f} 1/cm")
    print(f"  odd:  formula {odd:.3f}, diag. {found[1]:.3f}, "
          f"retarded {ret_odd:.3f} 1/cm")
    print(f"  main polarization share (dimensionless) = {share:.4f}")
    if qd == 1.0:
        print(f"  even = {thz(even):.3f} THz, odd = {thz(odd):.3f} THz")

# Thin-slab slopes of the squared wavenumber against qd
small = 0.002
thin = slab_modes(small)[0]
slope_even = (nu_L**2 - nu_T**2) * eps_inf / 2
slope_odd = -(nu_L**2 - nu_T**2) / (2 * eps_inf)
diag_even = (thin[0]**2 - nu_T**2) / small
diag_odd = (thin[1]**2 - nu_L**2) / small
# the next order in qd changes the even slope by about 0.4 percent here
assert abs(diag_even / slope_even - 1) < 0.01
assert abs(diag_odd / slope_odd - 1) < 0.01
print(f"thin-slab slopes d(nu^2)/d(qd), diagonalized at qd = {small}:")
print(f"  even: formula {slope_even:.1f}, diag. {diag_even:.1f} 1/cm^2")
print(f"  odd:  formula {slope_odd:.1f}, diag. {diag_odd:.1f} 1/cm^2")

print("sphere: formula and diagonalization")
for l in (1, 2, 3):
    expected = mode_formula((l + 1) / l)
    found, vec, n_to, n_lo = sphere_modes(l)
    assert len(found) == 1 and n_lo == cells - 1
    assert abs(found[0] / expected - 1) < 1e-4
    print(f"  l = {l}, eps = {-(l+1)/l:.4f}: formula {expected:.3f}, "
          f"diag. {found[0]:.3f} 1/cm")
    if l == 1:
        sphere_found = found[0]
        # uniform polarization: angular average of cos^2 is one third
        radial_share = np.sum(vec[0::2, 0]**2)
        assert abs(radial_share - 1 / 3) < 1e-6
        print(f"  l = 1 radial polarization share = {radial_share:.4f}")
print(f"Froehlich mode = {nu_sphere:.3f} 1/cm = {thz(nu_sphere):.3f} THz")

crossing = np.log(3.0)
assert abs(slab_modes(crossing)[0][0] / sphere_found - 1) < 1e-4
print(f"even slab mode meets Froehlich mode at qd = ln 3 = {crossing:.4f}")

peak_small, peak_large = sphere_peak(10.0), sphere_peak(1000.0)
assert abs(peak_small - nu_sphere) < 0.02
assert peak_large < nu_sphere - 1.0
print(f"damping used for the sphere line = {damping:.1f} 1/cm")
for radius, peak in ((10.0, peak_small), (1000.0, peak_large)):
    print(f"radius {radius:.0f} nm: size parameter 2 pi nu R = "
          f"{2*np.pi*nu_sphere*radius*1e-7:.4f}, peak = {peak:.2f} 1/cm")
print("tests ok")
```

Printed output:

```
eps_inf = 4.0, eps_s = 9.0 (dimensionless)
TO wavenumber = 300.00 1/cm, LO wavenumber = 450.00 1/cm
flat-surface mode (eps = -1) = 424.26 1/cm
slab thickness = 10.0 nm
2 pi nu_L (light-line wavevector at LO) = 2.827e-04 1/nm
slab: formula and diagonalization, all wavenumbers in 1/cm
qd = 0.1, q = 0.010 1/nm: tanh = 0.04996, coth = 20.01666
  even: formula 329.753, diag. 329.752, retarded 329.748 1/cm
  odd:  formula 448.455, diag. 448.455, retarded 448.455 1/cm
  main polarization share (dimensionless) = 0.9992
qd = 0.5, q = 0.050 1/nm: tanh = 0.24492, coth = 4.08299
  even: formula 381.671, diag. 381.670, retarded 381.670 1/cm
  odd:  formula 442.729, diag. 442.729, retarded 442.729 1/cm
  main polarization share (dimensionless) = 0.9798
qd = 1.0, q = 0.100 1/nm: tanh = 0.46212, coth = 2.16395
  even: formula 403.739, diag. 403.738, retarded 403.739 1/cm
  odd:  formula 436.863, diag. 436.862, retarded 436.863 1/cm
  main polarization share (dimensionless) = 0.9255
  even = 12.104 THz, odd = 13.097 THz
qd = 2.0, q = 0.200 1/nm: tanh = 0.76159, coth = 1.31304
  even: formula 417.968, diag. 417.967, retarded 417.968 1/cm
  odd:  formula 429.542, diag. 429.540, retarded 429.542 1/cm
  main polarization share (dimensionless) = 0.7757
qd = 5.0, q = 0.500 1/nm: tanh = 0.98661, coth = 1.01357
  even: formula 423.977, diag. 423.975, retarded 423.977 1/cm
  odd:  formula 424.549, diag. 424.546, retarded 424.549 1/cm
  main polarization share (dimensionless) = 0.5337
thin-slab slopes d(nu^2)/d(qd), diagonalized at qd = 0.002:
  even: formula 225000.0, diag. 224099.4 1/cm^2
  odd:  formula -14062.5, diag. -14059.2 1/cm^2
sphere: formula and diagonalization
  l = 1, eps = -2.0000: formula 406.202, diag. 406.196 1/cm
  l = 1 radial polarization share = 0.3333
  l = 2, eps = -1.5000: formula 414.510, diag. 414.502 1/cm
  l = 3, eps = -1.3333: formula 417.582, diag. 417.574 1/cm
Froehlich mode = 406.202 1/cm = 12.178 THz
even slab mode meets Froehlich mode at qd = ln 3 = 1.0986
damping used for the sphere line = 2.0 1/cm
radius 10 nm: size parameter 2 pi nu R = 0.0026, peak = 406.20 1/cm
radius 1000 nm: size parameter 2 pi nu R = 0.2552, peak = 403.82 1/cm
tests ok
```
